# The strained out-of-plane lattice parameter of coherent CoSi2 on silicon

## Problem

Cobalt disilicide, CoSi$_2$, is a cubic metal used for contacts to silicon. A thin CoSi$_2$ film has grown coherently on a thick silicon crystal: its lattice planes run into those of the silicon without misfit dislocations. The unstrained lattice parameters are

$$a_f=0.5365\ \text{nm (film)},\qquad a_s=0.5431\ \text{nm (silicon)},$$

and the effective Poisson ratio of the film is $\nu=1/3$. What is the film's lattice parameter $a_\perp$ along the surface normal?

The silicon is taken as rigid, the top surface of the film is free, and the film responds linearly to strain. Strain means change of length divided by the unstrained length of the film, and it is positive for stretching. On a (001) surface $a_\perp$ is the cell edge along the normal. On a (111) surface it is $\sqrt3$ times the spacing of the (111) planes, which reduces to the ordinary lattice parameter when the film is unstrained.

## A tempting solution

The film must match the silicon in the plane of the interface, so it is stretched there by

$$\varepsilon_\parallel=\frac{a_s-a_f}{a_f}=\frac{0.0066}{0.5365}=1.230\,\%.$$

Poisson's ratio says how much a body contracts sideways when it is stretched. The normal is at right angles to the stretch, so

$$\varepsilon_\perp=-\nu\,\varepsilon_\parallel,\qquad a_\perp=a_f(1-\nu\varepsilon_\parallel)=0.5343\ \text{nm}.$$

The sign is reasonable and the number lies close to $a_f$, so nothing in the result itself gives a warning.

## Where it fails

The first line is right; the second is not. The relation $\varepsilon_\perp=-\nu\varepsilon_\parallel$ belongs to a bar pulled along one axis with all its side faces free. Call the pulling direction $x$, the other in-plane direction $y$ and the normal $z$. In such a bar the contraction $-\nu\varepsilon_\parallel$ occurs along $y$ as well as along $z$. The film would then have the silicon period along $x$, but a period of 0.5343 nm along $y$, where silicon has 0.5431 nm. That film is not coherent, so the tempting solution contradicts the condition from which it started.

Doubling the contraction because there are two stretched directions does not fully cure the fault. Pulling along $x$ makes the film contract along $y$, and pulling along $y$ makes it contract along $x$. To hold both strains at $\varepsilon_\parallel$, each stress must exceed the value that would suffice for one axis alone. The larger stresses contract the film further along the normal. Hooke's law accounts for both effects.

## The right solution

For an isotropic solid with Young's modulus $E$, the three normal strains are

$$\varepsilon_x=\frac{\sigma_x-\nu(\sigma_y+\sigma_z)}{E},\quad
\varepsilon_y=\frac{\sigma_y-\nu(\sigma_x+\sigma_z)}{E},\quad
\varepsilon_z=\frac{\sigma_z-\nu(\sigma_x+\sigma_y)}{E}.$$

Two conditions determine the state of the film.

1. Coherence sets $\varepsilon_x=\varepsilon_y=\varepsilon_\parallel$. Subtracting the second equation from the first gives $0=(1+\nu)(\sigma_x-\sigma_y)/E$, so the two in-plane stresses are equal. Call them $\sigma$.
2. Nothing presses or pulls on the free top surface, so $\sigma_z=0$ there. In a uniformly strained film the stress is the same at every depth, and $\sigma_z=0$ throughout.

With these conditions the equations become

$$\varepsilon_\parallel=\frac{(1-\nu)\sigma}{E},\qquad \varepsilon_\perp=-\frac{2\nu\sigma}{E}.$$

The first shows the additional stress: $\sigma=E\varepsilon_\parallel/(1-\nu)$, which for $\nu=1/3$ is 1.5 times the one-axis value $E\varepsilon_\parallel$. Inserting it into the second gives

$$\varepsilon_\perp=-\kappa\,\varepsilon_\parallel,\qquad \kappa=\frac{2\nu}{1-\nu}.$$

The 2 counts the stretched directions, and the factor $1/(1-\nu)$ comes from their mutual contraction. Young's modulus has cancelled: a stiffer film with the same Poisson ratio carries more stress but takes the same shape.

The lattice parameter follows from the definition of strain:

$$a_\perp=a_f(1+\varepsilon_\perp)=a_f-\kappa a_f\,\frac{a_s-a_f}{a_f}=a_f-\kappa(a_s-a_f).$$

For $\nu=1/3$,

$$\kappa=\frac{2/3}{2/3}=1,$$

and therefore

$$a_\perp=0.5365-0.0066=0.5299\ \text{nm}=5.299\ \text{Å}.$$

The normal strain is $-1.230\,\%$, equal in size to the in-plane strain. The tempting solution had found one third of this contraction.

## The same answer from the energy

The film can also be regarded as choosing its normal strain so that its elastic energy is least, while the silicon holds the in-plane strain fixed. This requires the stress in terms of the strain. Adding the three Hooke equations gives

$$\varepsilon_x+\varepsilon_y+\varepsilon_z=\frac{1-2\nu}{E}(\sigma_x+\sigma_y+\sigma_z).$$

The third equation can be written as $E\varepsilon_z=(1+\nu)\sigma_z-\nu(\sigma_x+\sigma_y+\sigma_z)$. Replacing the sum of stresses by the sum of strains and solving for $\sigma_z$,

$$\sigma_z=\frac{E}{1+\nu}\left[\varepsilon_z+\frac{\nu}{1-2\nu}(\varepsilon_x+\varepsilon_y+\varepsilon_z)\right].$$

For $\varepsilon_x=\varepsilon_y=\varepsilon_\parallel$ and $\varepsilon_z=\varepsilon_\perp$, a common denominator gives

$$\sigma_z=\frac{E}{(1+\nu)(1-2\nu)}\left[(1-\nu)\varepsilon_\perp+2\nu\varepsilon_\parallel\right].$$

When the normal strain changes by $d\varepsilon_\perp$ at fixed $\varepsilon_\parallel$, the energy per volume $W$ changes by the work $\sigma_z\,d\varepsilon_\perp$. Hence $\partial W/\partial\varepsilon_\perp=\sigma_z$, and the energy is stationary where the normal stress vanishes. The bracket is then zero, which again gives $\varepsilon_\perp=-2\nu\varepsilon_\parallel/(1-\nu)$. The slope of $\sigma_z$ with $\varepsilon_\perp$ is positive for $0\le\nu<1/2$, so the stationary point is a minimum. A numerical search for the minimum of the energy, with the given lattice parameters, finds $a_\perp=0.529900$ nm.

## Reading the result

**Limiting cases.** If $\nu=0$, stretching in the plane has no effect along the normal, and $a_\perp=a_f$. If $a_s=a_f$, there is no strain at all. If the substrate had the smaller parameter, $a_s-a_f$ would be negative and the film would be longer along the normal than when unstrained. At $\nu=1/3$ the formula reads $a_\perp=2a_f-a_s$: the unstrained parameter lies midway between the in-plane and the normal parameter.

**Volume.** The volume of the cell changes by the relative amount

$$(1+\varepsilon_\parallel)^2(1-\kappa\varepsilon_\parallel)-1=(2-\kappa)\varepsilon_\parallel+(1-2\kappa)\varepsilon_\parallel^2-\kappa\varepsilon_\parallel^3.$$

The leading coefficient is $2-\kappa=2(1-2\nu)/(1-\nu)$. It vanishes for $\nu=1/2$, the incompressible limit, where $\kappa=2$. For the present film $\kappa=1$, and the volume grows by 1.21 %. To assume that the film keeps its volume would therefore be another error, in the opposite direction: it would double the normal contraction to leading order.

**Mismatch seen along the normal.** Diffraction from planes parallel to the surface compares $a_\perp$ with $a_s$. The difference is

$$a_s-a_\perp=a_s-a_f+\kappa(a_s-a_f)=(1+\kappa)(a_s-a_f)=0.0132\ \text{nm},$$

twice the difference of the unstrained parameters. Relative to silicon the normal mismatch is $-2.43\,\%$. To read this figure as the natural mismatch of the two crystals would overstate it by a factor of two. The unstrained parameter is recovered by solving the formula for $a_f$:

$$a_f=\frac{a_\perp+\kappa a_s}{1+\kappa}.$$

On a (111) surface the directly measured length is the plane spacing, $0.5299/\sqrt3=0.3059$ nm.

## What "effective" Poisson ratio means

CoSi$_2$ is cubic, not isotropic, and its response depends on the surface orientation. The effective Poisson ratio is the number that makes $\kappa=2\nu/(1-\nu)$ correct for the orientation in question. Multiplying out, $\kappa-\kappa\nu=2\nu$, so

$$\nu_{\rm eff}=\frac{\kappa}{2+\kappa}.$$

The ratio $\kappa$ follows from the three cubic stiffnesses $C_{11}$, $C_{12}$ and $C_{44}$. Along the cube axes, a normal stress is $C_{11}$ times the strain along its own axis plus $C_{12}$ times the sum of the other two normal strains. A shear stress is $2C_{44}$ times the corresponding tensor shear strain.

**Surface (001).** The normal is a cube axis, so the free surface requires

$$0=\sigma_z=C_{11}\varepsilon_\perp+2C_{12}\varepsilon_\parallel,\qquad \kappa_{001}=\frac{2C_{12}}{C_{11}}.$$

**Surface (111).** The unit normal has cube-axis components $n_i=1/\sqrt3$. A strain $\varepsilon_\parallel$ in every in-plane direction and $\varepsilon_\perp$ along the normal has the components

$$\varepsilon_{ij}=\varepsilon_\parallel\delta_{ij}+(\varepsilon_\perp-\varepsilon_\parallel)n_in_j,\qquad n_in_j=\tfrac13.$$

Let $D=\varepsilon_\perp-\varepsilon_\parallel$ and $K=C_{11}+2C_{12}$. All three diagonal strains equal $\varepsilon_\parallel+D/3$, so each diagonal stress is $K(\varepsilon_\parallel+D/3)$. Each off-diagonal strain is $D/3$, and each off-diagonal stress is $2C_{44}D/3$. The force per area on the surface has components $\sum_j\sigma_{ij}n_j$, with one diagonal and two off-diagonal terms:

$$\sum_j\sigma_{ij}n_j=\frac{1}{\sqrt3}\left[K\varepsilon_\parallel+\frac{K+4C_{44}}{3}\,D\right].$$

The three components are equal, so this force points along the normal and there is no shear force to remove. Setting the bracket to zero gives $D=-3K\varepsilon_\parallel/(K+4C_{44})$, and

$$\varepsilon_\perp=\varepsilon_\parallel+D=-\frac{2K-4C_{44}}{K+4C_{44}}\,\varepsilon_\parallel,\qquad
\kappa_{111}=\frac{2K-4C_{44}}{K+4C_{44}}.$$

In an isotropic solid $2C_{44}=C_{11}-C_{12}$. The numerator then becomes $6C_{12}$ and the denominator $3C_{11}$, so both surfaces give the same $\kappa$, as they must.

To size the effect, take the rough values $C_{11}=230$, $C_{12}=140$ and $C_{44}=80$ GPa, for which $K=510$ GPa:

$$\kappa_{001}=\frac{280}{230}=1.22,\qquad \kappa_{111}=\frac{1020-320}{510+320}=0.84.$$

The effective Poisson ratios are 0.38 and 0.30. With the lattice parameters unchanged, $a_\perp$ would be 0.5285 nm on (001) and 0.5309 nm on (111). The stated value 1/3 lies between the two, and the answer 0.5299 nm differs from them by 0.0014 and 0.0010 nm. A Poisson ratio found for one surface should therefore not be carried over to the other.

On a less symmetric surface even the form of the answer can change. For (112), solving the free-surface conditions numerically with the same stiffnesses gives a film that also shears, with a tensor shear strain 0.29 times the in-plane strain (the shear angle is twice the tensor strain). The in-plane and normal parameters together then no longer describe the distorted cell; the shear is needed as well.

## How many digits the answer deserves

**Rounding of the data.** Collecting terms, $a_\perp=(1+\kappa)a_f-\kappa a_s$. If each lattice parameter is uncertain by half a unit in its last digit, 0.00005 nm, the worst case at fixed $\kappa$ is an error in opposite directions:

$$2(0.00005)+1(0.00005)=0.00015\ \text{nm}.$$

The fourth decimal of 0.5299 nm is thus uncertain by one to two units from rounding alone.

**The Poisson ratio.** Differentiating $\kappa$ gives

$$\frac{d\kappa}{d\nu}=\frac{2(1-\nu)+2\nu}{(1-\nu)^2}=\frac{2}{(1-\nu)^2}=4.5\quad\text{at }\nu=\tfrac13.$$

An increase of $\nu$ by 0.01 lowers $a_\perp$ by about $4.5\times0.01\times0.0066=0.0003$ nm. This is twice the worst rounding error.

**Finite strain.** At a strain of one per cent, different definitions of strain begin to differ. Let $s$ be the ratio of strained to unstrained length. The calculation above used $s-1$. If the law $\varepsilon_\perp=-\kappa\varepsilon_\parallel$ is instead assumed for the Green strain $(s^2-1)/2$, then $a_\perp^2-a_f^2=-\kappa(a_s^2-a_f^2)$, and

$$a_\perp=\sqrt{a_f^2-\kappa(a_s^2-a_f^2)}=0.52982\ \text{nm}.$$

If it is assumed for the logarithmic strain $\ln s$, then $\ln(a_\perp/a_f)=-\kappa\ln(a_s/a_f)$, and

$$a_\perp=a_f\left(\frac{a_f}{a_s}\right)^{\kappa}=0.52998\ \text{nm}.$$

The shifts are $-0.00008$ and $+0.00008$ nm. Their near symmetry follows from expansion at $\kappa=1$. The two ratios $a_\perp/a_f$ are

$$\sqrt{1-2\varepsilon_\parallel-\varepsilon_\parallel^2}\approx1-\varepsilon_\parallel-\varepsilon_\parallel^2,\qquad
\frac{1}{1+\varepsilon_\parallel}\approx1-\varepsilon_\parallel+\varepsilon_\parallel^2,$$

so they depart from the linear result by $\mp a_f\varepsilon_\parallel^2$. Linear elasticity cannot choose between these laws; that would take the film's nonlinear elastic constants. The spread shows only that the correction is of order $a_f\varepsilon_\parallel^2$. Its coefficient is set by those nonlinear constants and can be several times one, so the true shift may exceed 0.00008 nm and approach the other uncertainties above.

## When the film is not fully coherent, or is warm

**Partial relaxation.** Suppose misfit dislocations remove a fraction $R$ of the mismatch, equally in both in-plane directions. The in-plane parameter is then $a_s-R(a_s-a_f)$, which exceeds $a_f$ by $(1-R)(a_s-a_f)$. The free-surface condition is unchanged, so

$$a_\perp=a_f-\kappa(1-R)(a_s-a_f).$$

Relative to the coherent film, $a_\perp$ rises by $\kappa R(a_s-a_f)$. For $R=10\,\%$ this is 0.00066 nm, more than four times the worst rounding error. For $R=1$ the film returns to $a_\perp=a_f$.

**Temperature.** Let the given parameters hold at one reference temperature, and let both crystals warm by $\Delta T$ with $\kappa$ fixed and the interface still coherent. Each unstrained parameter grows by its own factor $1+\alpha\,\Delta T$, where $\alpha$ is the linear expansion coefficient, and the shift is

$$\Delta a_\perp=\left[(1+\kappa)a_f\alpha_f-\kappa a_s\alpha_s\right]\Delta T.$$

Rough coefficients are $\alpha_f=1.0\times10^{-5}$ and $\alpha_s=3.0\times10^{-6}$ per kelvin. For a rise of 100 K,

$$\Delta a_\perp=2(0.5365)(10^{-3})-0.5431(3\times10^{-4})=0.00091\ \text{nm}.$$

A free film would expand by $a_f\alpha_f\Delta T=0.00054$ nm. The coherent film expands more along its normal because the silicon, which expands less, restrains it in the plane. A lattice parameter quoted to four decimals therefore needs a temperature beside it.

## The model and real contacts

The two lattice parameters are typical of CoSi$_2$ and silicon near room temperature, while the stiffnesses and expansion coefficients used above are rough. Coherence is an assumption that a real contact may break. The strain energy per area grows in proportion to film thickness, so a sufficiently thick film can lower its energy by forming misfit dislocations; an isotropic force-balance (Matthews–Blakeslee) estimate puts this thickness at a few nanometres. For edge dislocations with Burgers vector $b$ in the interface it reads $h_c=b\,[\ln(h_c/b)+1]/[8\pi(1+\nu)\varepsilon_\parallel]$, which gives 2.8 nm for $b=0.384$ nm; other dislocation types give about 2 to 7 nm. Contact layers tens of nanometres thick lie above this equilibrium limit and should not be assumed coherent. A polycrystalline contact layer consists of grains with different orientations rather than one crystal matched to the silicon, and the coherent value should not be used for it. Complete relaxation of the mismatch would move $a_\perp$ up by 0.0066 nm, to 0.5365 nm, before any thermal or growth stress is counted. The value 0.5299 nm is the answer for a thin, epitaxial, fully coherent film whose effective Poisson ratio is taken as 1/3. With the rough stiffnesses above, none of the unsheared surfaces (001), (110) and (111) has exactly this value (they give 0.38, 0.32 and 0.30), and the orientations that do have it also shear. For a real surface the $\kappa$ of that surface should be used. The numerical output lists the lattice parameters, strains and shifts used here.

## Values computed for the example and the checks

```
film parameter a_f = 0.5365 nm
silicon parameter a_s = 0.5431 nm
difference a_s - a_f = 0.0066 nm
effective Poisson ratio = 0.3333
strain ratio kappa = 1.0000
in-plane strain = 1.230 %
normal strain = -1.230 %
a_perp, formula = 0.5299 nm
a_perp, formula = 5.299 angstrom
a_perp, energy minimum = 0.529900 nm
a_s - a_perp = 0.0132 nm
normal mismatch relative to Si = -2.43 %
ratio a_perp/a_s = 0.9757
strained (111) plane spacing = 0.3059 nm
cell volume change = 1.21 %
wrong one-axis formula gives = 0.5343 nm
rough C11, C12, C44 = 230, 140, 80 GPa
(001): kappa = 1.22
(001): effective nu = 0.38
(001): a_perp = 0.5285 nm, shift = -0.0014 nm
(111): kappa = 0.84
(111): effective nu = 0.30
(111): a_perp = 0.5309 nm, shift = +0.0010 nm
(112): shear strain / in-plane strain = 0.29
input rounding, each parameter = 0.00005 nm
worst rounding error of a_perp = 0.00015 nm
Green-strain law: a_perp = 0.52982 nm
Green-strain shift = -0.00008 nm
logarithmic-strain law: a_perp = 0.52998 nm
logarithmic-strain shift = +0.00008 nm
relaxed fraction of mismatch = 10 %
shift from this relaxation = +0.00066 nm
rough expansion coefficient, film = 1.0e-05 1/K
rough expansion coefficient, Si = 3.0e-06 1/K
temperature rise = 100 K
shift from this warming = +0.00091 nm
```
